# Joint Reversal Barrier of Two Ferromagnetically Coupled Uniaxial Macrospins, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: a factorized energy and a line that must be crossed

### Two spins that ignore each other

Take two identical small magnets, each uniformly magnetized, each preferring to point up or down along the same axis. Let $\theta_i$ be the angle of magnet $i$ from the up direction. Turning one magnet costs the anisotropy energy $KV\sin^2\theta_i$, where $K$ is the anisotropy energy density and $V$ the volume of one magnet. The cost is zero at $\theta_i=0$ and $\theta_i=\pi$, and it reaches $KV$ halfway.

Suppose first that the magnets do not interact, and that both are to be reversed from up to down. If they turn together, both stand at $90^\circ$ at the same moment and the energy climbs to $2KV$. If one turns first and the other follows, the energy climbs to $KV$, returns to zero, and climbs to $KV$ again. The second route is easier: its highest point is $KV$. No route does better, because the first magnet must pass $90^\circ$ at some moment, and at that moment it alone contributes $KV$.

Now suppose instead that a very strong coupling keeps the magnets parallel. The route in two stages is closed, and the barrier is $2KV$. A coupling of intermediate strength must lead from one value to the other, and the question is how.

### The model and the quantity sought

Write $a=KV$ and add a ferromagnetic coupling of strength $J>0$:

$$
E(\theta_1,\theta_2)=a\left(\sin^2\theta_1+\sin^2\theta_2\right)-J\cos(\theta_1-\theta_2).
$$

There is no applied field. Each magnetization keeps its length and stays uniform, which is what the word macrospin means. Here $J$ is an energy for the whole pair, not an energy per area or per atom. The dipolar interaction between the magnets is left out at first and added at the end of this half.

The initial state is $(0,0)$ and the final state is $(\pi,\pi)$. Both have energy $-J$, and this is the lowest energy possible, since the anisotropy terms are not negative and the coupling term is not below $-J$.

Every continuous path from the initial to the final state has a highest energy. Let $c$ be the lowest value that this highest energy can be given by a choice of path (the infimum, if no path should attain it). The joint reversal barrier is the height of $c$ above the start:

$$
\Delta E=c-(-J)=c+J .
$$

The statement to be derived is

$$
\boxed{\;\Delta E=\min\left(2KV,\;KV+J\right)\;}
$$

### Why two angles suffice

Real magnetizations move in three dimensions. Let $\mathbf m_1$ and $\mathbf m_2$ be unit vectors with polar angles $\theta_1,\theta_2$ between $0$ and $\pi$ and azimuths that differ by $\phi$. The coupling is then $-J\,\mathbf m_1\cdot\mathbf m_2$, and the energy is

$$
E_{3}=a\left(\sin^2\theta_1+\sin^2\theta_2\right)-J\left(\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2\cos\phi\right).
$$

On this range of angles both sines are non-negative. Since $J>0$ and $\cos\phi\le1$, the energy at given polar angles is lowest at $\phi=0$, where the bracket becomes $\cos(\theta_1-\theta_2)$. Thus $E_3\ge E(\theta_1,\theta_2)$.

Take any path in three dimensions and replace both azimuths by one fixed value, keeping the polar angles. The polar angles are continuous functions of the vectors, so the new path is continuous. It has the same end points, and nowhere is its energy higher. The search for the lowest pass can therefore be confined to the square $0\le\theta_1,\theta_2\le\pi$. The same argument covers magnets confined to a plane but free to turn in either sense: a turn to the left is an azimuth changed by $\pi$.

The sign of $J$ matters here. For $J<0$ equal azimuths would give the highest energy at fixed polar angles, so this argument cannot be used as it stands, and the parallel states would no longer be the ground states. But replacing $\mathbf m_2$ by $-\mathbf m_2$ leaves the anisotropy energy unchanged and turns $J$ into $-J$. The result therefore holds, with $|J|$ in place of $J$, for the joint reversal from one antiparallel ground state to the other.

### Sum and difference of the angles

Define

$$
s=\theta_1+\theta_2,\qquad d=\theta_1-\theta_2 .
$$

With $\sin^2\theta=(1-\cos2\theta)/2$ the anisotropy terms become

$$
\sin^2\theta_1+\sin^2\theta_2=1-\tfrac12\left(\cos2\theta_1+\cos2\theta_2\right).
$$

Because $2\theta_1=s+d$ and $2\theta_2=s-d$, the addition theorem gives

$$
\cos(s+d)+\cos(s-d)=2\cos s\cos d ,
$$

and hence

$$
E=a\left(1-\cos s\cos d\right)-J\cos d .
$$

Both terms that depend on the angles contain $\cos d$. Taking it out leaves

$$
E-a=-\cos d\,\left(J+a\cos s\right).
$$

The energy measured from $a$ is a product of a function of $d$ and a function of $s$. The sign of $E-a$ can therefore be read off from two separate signs. The contour $E=a$ consists of straight lines in the plane of $s$ and $d$: lines with $\cos d=0$ and, if $J\le a$, lines with $\cos s=-J/a$. For $J<a$ these lines divide the plane into rectangles in which $E$ lies alternately below and above $a$, as on a chessboard.

### Weak coupling, $J<a$

Let $s^*$ be the angle between $\pi/2$ and $\pi$ for which

$$
\cos s^*=-\frac{J}{a}.
$$

At the start $s=0$, and at the end $s=2\pi$. Along a continuous path $s$ must take every value in between, including $s^*$. At that moment the bracket $J+a\cos s$ vanishes and $E=a$, whatever the value of $d$. The highest energy on any path is therefore at least $a$, so that

$$
c\ge a,\qquad \Delta E\ge a+J .
$$

It remains to find a path that never rises above $a$. Join the following points $(s,d)$ by straight segments:

$$
(0,0)\to\left(s^*,\tfrac{\pi}{2}\right)\to(\pi,\pi)\to\left(2\pi-s^*,\tfrac{\pi}{2}\right)\to(2\pi,0).
$$

Before its end point, the first segment has $\cos d>0$ and $\cos s>-J/a$. Both factors are positive, and the minus sign gives $E<a$. Beyond its starting point, the second segment has $\cos d<0$ and $\cos s<-J/a$. Both factors are negative, their product is positive, and again $E<a$. The third and fourth segments repeat the second and first in mirror image, because $\cos(2\pi-s)=\cos s$. The energy equals $a$ at the two corner points with $d=\pi/2$ and is lower elsewhere on the path.

The path also stays in the allowed square. Its corner points, translated by $\theta_1=(s+d)/2$ and $\theta_2=(s-d)/2$, are

$$
\left(\tfrac{s^*}{2}+\tfrac{\pi}{4},\;\tfrac{s^*}{2}-\tfrac{\pi}{4}\right),\qquad(\pi,0),\qquad\left(\tfrac{5\pi}{4}-\tfrac{s^*}{2},\;\tfrac{3\pi}{4}-\tfrac{s^*}{2}\right).
$$

For $\pi/2<s^*<\pi$ all these angles lie between $0$ and $\pi$, and a straight segment between two points of a square does not leave it. So $c=a$ and

$$
\Delta E=a+J=KV+J\qquad(J<KV).
$$

The path passes through $(\pi,0)$, where the first magnet has reversed and the second has not. The reversal has two stages, with passes of equal height.

### What the pass looks like

At each pass $d=\pi/2$: the two magnetizations are perpendicular. Their coupling energy is zero, which is $J$ above its value in the parallel state. The anisotropy terms add up to

$$
a\left(\sin^2\theta_1+\sin^2\theta_2\right)=a\left(\sin^2\theta_1+\cos^2\theta_1\right)=a ,
$$

because $\theta_2=\theta_1-\pi/2$. The barrier $a+J$ is the sum of these two costs.

For $J\to0$, $s^*\to\pi/2$ and the pass has angles $(90^\circ,0^\circ)$: one magnet turns and the other stays. For $J\to a$, $s^*\to\pi$ and the angles tend to $(135^\circ,45^\circ)$. The neighbour thus takes an increasing part in the first stage.

To see what this part is worth, hold the second magnet at $\theta_2=0$ and turn the first. The energy is $a\sin^2\theta-J\cos\theta$, with derivative $\sin\theta\,(2a\cos\theta+J)$. For $J<2a$ the maximum lies at $\cos\theta=-J/(2a)$, and there

$$
a\left(1-\frac{J^2}{4a^2}\right)+\frac{J^2}{2a}=a+\frac{J^2}{4a}.
$$

Measured from $-J$, the barrier with a frozen neighbour is

$$
a+J+\frac{J^2}{4a}=\frac{(a+J/2)^2}{a}.
$$

For $J<a$ this exceeds the true barrier by $J^2/(4a)$. The canting of the neighbour removes this excess. To first order in $J$ the frozen picture is already correct.

### Strong coupling, $J\ge a$

Now use the line $s=\pi$, which every path must also cross. There $\cos s=-1$ and

$$
E=a-(J-a)\cos d .
$$

Since $J-a\ge0$ and $\cos d\le1$,

$$
E\ge a-(J-a)=2a-J .
$$

The path with $\theta_1=\theta_2=\theta$ has energy $2a\sin^2\theta-J$, whose maximum is $2a-J$. The bound is attained, $c=2a-J$, and

$$
\Delta E=(2a-J)+J=2a=2KV\qquad(J\ge KV).
$$

The coupling has dropped out because the magnets stay parallel along this path. Since $a+J<2a$ when $J<a$, both cases are contained in $\min(2KV,KV+J)$. At $J=a$ the energy equals $a$ on the whole line $s=\pi$: for $|d|<\pi/2$ the pass is then a level ridge, on which coherent and canted configurations cost the same; for $|d|>\pi/2$ the same line is the floor of a valley, since there $E-a=-a\cos d\,(1+\cos s)\ge0$.

### Adding the dipolar interaction

The factorization survives one useful extension. Let the magnets be equal discs stacked on a common axis, with the easy axis along it. The interaction of two point dipoles is a bilinear form in their directions, proportional to $\delta_{ij}-3\hat r_i\hat r_j$, whose trace is $3-3=0$. A sum over all pairs of volume elements also has zero trace. Rotational and mirror symmetry about the axis leave a diagonal form with equal $x$ and $y$ entries. The added energy is thus

$$
-D\left[m_{1z}m_{2z}-\tfrac12\left(m_{1x}m_{2x}+m_{1y}m_{2y}\right)\right],
$$

with $D>0$ for thin stacked discs such as those computed below. The coefficient of $\sin\theta_1\sin\theta_2\cos\phi$ is now $-(J-D/2)$, so equal azimuths remain favourable if $J\ge D/2$. This is assumed. With

$$
\cos\theta_1\cos\theta_2=\tfrac12(\cos d+\cos s),\qquad \sin\theta_1\sin\theta_2=\tfrac12(\cos d-\cos s),
$$

the dipolar term is $-\tfrac14D\cos d-\tfrac34D\cos s$. Put $J'=J+D/4$ and $P=3D/4$, and assume $P<a$. Then

$$
E=a-a\cos s\cos d-J'\cos d-P\cos s
$$

$$
\phantom{E}=a+\frac{J'P}{a}-\frac{(a\cos s+J')(a\cos d+P)}{a},
$$

as multiplying out the last product confirms. The parallel states have energy $-J'-P$.

For $J'<a$ every path crosses $\cos s=-J'/a$, where $E=a+J'P/a$. The earlier path attains this value if its corners are moved from $d=\pi/2$ to the angle with $\cos d=-P/a$; they stay in the square because $J\ge D/2$ means $P\le J'$. The barrier is

$$
a+\frac{J'P}{a}+J'+P=\frac{(a+J')(a+P)}{a}.
$$

For $J'\ge a$ the lowest point of the line $s=\pi$ is at $d=0$, with energy $2a-J'+P$, and the coherent path rises no higher. The barrier is $2a+2P$. Together,

$$
\Delta E=\left(1+\frac{P}{a}\right)\min\left(2a,\;a+J'\right).
$$

## Second derivation: balance of torques and the lowest saddle

### What is carried over

Two identical macrospins with polar angles $\theta_1,\theta_2$ have the energy

$$
E=a\left(\sin^2\theta_1+\sin^2\theta_2\right)-J\cos(\theta_1-\theta_2),\qquad a=KV,\quad J>0 .
$$

The sum and difference of the angles are $s$ and $d$. The level $c$ is the lowest attainable maximum of $E$ on a path from $(0,0)$ to $(\pi,\pi)$, and the barrier is $\Delta E=c+J$. The first half showed that motion out of a common plane cannot lower $c$, and found $\Delta E=\min(2a,a+J)$. With a dipolar energy $D$ between stacked discs, it found $(1+P/a)\min(2a,a+J')$, where $P=3D/4<a$, $J'=J+D/4$ and $J\ge D/2$. The basic result is now derived again without the factorized energy and without an explicit optimal path. Each angle may now run round the full circle.

### States in which the torques balance

The derivatives of the energy are

$$
\frac{\partial E}{\partial\theta_1}=a\sin2\theta_1+J\sin d,\qquad
\frac{\partial E}{\partial\theta_2}=a\sin2\theta_2-J\sin d .
$$

At a stationary point both vanish. Their sum and difference give, by the addition theorems,

$$
\sin s\cos d=0,\qquad \sin d\,(a\cos s+J)=0 .
$$

If $\sin d=0$, then $\cos d=\pm1$ and the first equation requires $\sin s=0$. The magnets are parallel or antiparallel to each other, and lie along the easy axis or at right angles to it. The four kinds of state have these energies:

- both along the axis, parallel: $-J$;
- both along the axis, antiparallel: $+J$;
- both at right angles to the axis, parallel: $2a-J$;
- both at right angles to the axis, antiparallel: $2a+J$.

If $\sin d\ne0$, then $\cos s=-J/a$. This is impossible for $J>a$. For $J<a$ it makes $\sin s\ne0$, so the first equation requires $\cos d=0$. These are canted states with perpendicular magnetizations. Their coupling energy is zero and their anisotropy energy is $a(\sin^2\theta_1+\cos^2\theta_1)=a$, so $E=a$.

The first derivation has given the barrier $\Delta E=\min(2KV,\,KV+J)$, and the second has so far found the stationary states and their energies. It remains to determine which of these states are minima, saddles or maxima, to select the pass among them, and to apply the barrier to retention times.
